# Ultrasoft phonon perturbations: changes of D and the translation test

**The argument under comment**

Suppose a manuscript computes phonons with ultrasoft pseudopotentials. Its bare perturbation, the part of the Hamiltonian change present before the electrons respond, consists of the derivative of the local ionic potential and the derivatives of the projectors. Two reasons are offered. First, the coefficients $D_{ij}$ are taken to be numbers fixed by the ground state, so that only the functions they multiply move with an atom. Second, the density response to a rigid translation of all atoms comes out correctly.

The first reason is wrong. The second is a true observation that doesn't support the conclusion. Both points follow from the energy functional.

**What the coefficients contain**

I use Hartree atomic units, real orbitals, zero wavevector, a gap, and fixed occupation $f=2$ of each occupied orbital. There is no core correction to exchange and correlation. The functions $V_{loc}^J$, $\beta_i^J$ and $Q_{ij}^J=Q_{ji}^J$ are carried rigidly by atom $J$. I write one Cartesian component $x$; integrals run over all space or one periodic cell.

With $b_{iv}^J=\langle\beta_i^J|\psi_v\rangle$ and $\rho_{ij}^J=f\sum_v b_{iv}^Jb_{jv}^J$, where $v$ and $w$ label occupied orbitals, the density is

$$n=f\sum_v\psi_v^2+\sum_{J,ij}\rho_{ij}^JQ_{ij}^J ,$$

and the electronic energy is

$$E=f\sum_v\langle\psi_v|T|\psi_v\rangle+\sum_{J,ij}D_{ij}^{0,J}\rho_{ij}^J+\int V_{loc}\,n+E_{Hxc}[n].$$

The constraint is $\langle\psi_v|S|\psi_w\rangle=\delta_{vw}$, with $S=1+\sum_{J,ij}q_{ij}^J|\beta_i^J\rangle\langle\beta_j^J|$ and $q_{ij}^J=\int Q_{ij}^J$.

Vary one orbital. Because $Q_{ij}$ is symmetric, the density changes by

$$\delta n=2f\Big[\psi_v\,\delta\psi_v+\sum_{J,ij}Q_{ij}^J\langle\delta\psi_v|\beta_i^J\rangle b_{jv}^J\Big].$$

The last two energy terms change by $\int V_{eff}\,\delta n$, where $V_{eff}=V_{loc}+V_{Hxc}$. Hence $\delta E=2f\langle\delta\psi_v|H|\psi_v\rangle$ with

$$H=T+V_{eff}+\sum_{J,ij}D_{ij}^J|\beta_i^J\rangle\langle\beta_j^J|,\qquad D_{ij}^J=D_{ij}^{0,J}+\int V_{eff}\,Q_{ij}^J .$$

The coefficient is an integral of two functions, both of which can change when atoms move. Let $d$ denote the derivative with respect to a displacement parameter, either the position of one atom or a common shift of all of them. The product rule gives

$$dD_{ij}^J=\underbrace{\int V_{eff}\,dQ_{ij}^J+\int dV_{loc}\,Q_{ij}^J}_{(dD_{ij}^J)_{bare}}+\int dV_{Hxc}\,Q_{ij}^J .$$

The first two terms are known from the ground state and the displacement, so they are bare. The third needs the density response. The correct bare perturbation is therefore

$$dH_{bare}=dV_{loc}+\sum_{J,ij}D_{ij}^J\,d\big(|\beta_i^J\rangle\langle\beta_j^J|\big)+\sum_{J,ij}(dD_{ij}^J)_{bare}|\beta_i^J\rangle\langle\beta_j^J| .$$

If one atom moves, $dQ^J$ vanishes on the others, but $\int dV_{loc}\,Q^J$ need not: the moving local potential reaches into the augmentation regions of atoms at rest.

Two checks are immediate. If all $Q_{ij}$ vanish, so do the extra terms, and the manuscript's operator is right; this is the norm-conserving case. If a constant $c$ is added to $V_{loc}$, then $\int c\,dQ_{ij}=c\,dq_{ij}=0$, because a rigid shift preserves the integral. Meanwhile $D_{ij}$ grows by $cq_{ij}$, which adds $c\,dS$ to $dH$. Since every $\varepsilon_v$ also grows by $c$, the combination $dH-\varepsilon_v dS$ is unchanged, as it must be.

**How the changes enter the density response**

Differentiate $(H-\varepsilon_vS)|v\rangle=0$:

$$(H-\varepsilon_vS)|dv\rangle=-(dH-\varepsilon_v\,dS-d\varepsilon_v\,S)|v\rangle .$$

Project on an empty orbital $c$. The left side becomes $(\varepsilon_c-\varepsilon_v)\langle c|S|dv\rangle$, and $\langle c|S|v\rangle=0$ removes $d\varepsilon_v$. Thus

$$\langle c|S|dv\rangle=\frac{\langle c|dH-\varepsilon_v\,dS|v\rangle}{\varepsilon_v-\varepsilon_c}.$$

For two occupied orbitals, differentiating the constraint gives

$$\langle dw|S|v\rangle+\langle w|S|dv\rangle=-\langle w|dS|v\rangle .$$

The left side is the coefficient of $|w\rangle\langle v|$ in the change of $\sum_v|v\rangle\langle v|$, so the occupied block is fixed without further choice.

Define the augmented pair density $\rho_{mv}(x)=\psi_m\psi_v+\sum_{J,ij}Q_{ij}^Jb_{im}^Jb_{jv}^J$. Then $n=f\sum_v\rho_{vv}$ and

$$dn=2f\sum_{cv}\rho_{cv}\frac{\langle c|dH-\varepsilon_vdS|v\rangle}{\varepsilon_v-\varepsilon_c}-f\sum_{wv}\rho_{wv}\langle w|dS|v\rangle+dn_{expl}.$$

The factor 2 counts the two orbitals in each product. The last term is the change at fixed orbitals,

$$dn_{expl}=\sum_{J,ij}\big(\rho_{ij}^J\,dQ_{ij}^J+Q_{ij}^J\,d_\beta\rho_{ij}^J\big),\qquad d_\beta\rho_{ij}^J=f\sum_v\big(\langle d\beta_i^J|v\rangle b_{jv}^J+b_{iv}^J\langle d\beta_j^J|v\rangle\big).$$

The self-consistent part of $dH$ has the matrix element

$$\int dV_{Hxc}\,\psi_c\psi_v+\sum_{J,ij}b_{ic}^Jb_{jv}^J\int dV_{Hxc}\,Q_{ij}^J=\int dV_{Hxc}\,\rho_{cv}.$$

With $dV_{Hxc}=K\,dn$, where $K$ is the Hartree and exchange-correlation kernel, and with $s$ collecting all terms that don't contain $dV_{Hxc}$, the response obeys

$$dn=s+\chi_0K\,dn,\qquad \chi_0(x,x')=2f\sum_{cv}\frac{\rho_{cv}(x)\rho_{cv}(x')}{\varepsilon_v-\varepsilon_c}.$$

Iterating this equation doesn't restore a missing bare term. That term belongs to $s$, whereas the iteration updates only $dV_{Hxc}$. This answers a possible defence, that changes of $D$ are taken care of by self-consistency.

**Why the translation test passed**

Let all atoms shift together, and let a prime denote $d/dx$. Every function follows: $dV_{loc}=-V_{loc}'$, $dV_{Hxc}=-V_{Hxc}'$, $dQ_{ij}^J=-(Q_{ij}^J)'$. Integration by parts, with no boundary term for a localized $Q$ or a periodic cell, gives

$$\int V_{eff}\,dQ_{ij}^J=-\int V_{eff}\,(Q_{ij}^J)'=\int V_{eff}'\,Q_{ij}^J .$$

Adding the second bare term leaves

$$(dD_{ij}^J)_{bare}=\int(V_{eff}'-V_{loc}')Q_{ij}^J=\int V_{Hxc}'\,Q_{ij}^J .$$

The self-consistent term is $-\int V_{Hxc}'Q_{ij}^J$. The sum is zero, as it should be: $D_{ij}^J$ depends on relative positions, which a translation preserves.

Two different omissions must now be distinguished.

- If the two bare terms are dropped but $\int dV_{Hxc}\,Q$ is kept, the cancellation is destroyed. The correct response $dn=-n'$ then leaves the spurious coefficient change $-\int V_{Hxc}'Q_{ij}^J$ in the Hamiltonian, and translation in general fails.
- If all three terms are dropped, nothing is lost for this displacement, since their sum is zero. The function $dn=-n'$ still solves the truncated response equation, and it is the solution found if that equation is nonsingular.

The reported success therefore suggests that the third term is missing as well. The authors should say whether it is. For the displacement of one atom the three terms have no reason to cancel, and that displacement is what a phonon calculation needs.

**The same terms in the forces**

The same bare operator gives the first derivative of the energy. At the constrained minimum, the orbital changes contribute nothing to first order once the constraint is included with multipliers $f\varepsilon_v$. What remains is

$$dE=\sum_{J,ij}D_{ij}^{0,J}\,d_\beta\rho_{ij}^J+\int dV_{loc}\,n+\int V_{eff}\,dn_{expl}-f\sum_v\varepsilon_v\langle v|dS|v\rangle .$$

Insert $n$ and $dn_{expl}$. The terms with $d_\beta\rho_{ij}^J$ combine to $D_{ij}^J\,d_\beta\rho_{ij}^J$. Those with $\rho_{ij}^J$ combine to $\rho_{ij}^J(dD_{ij}^J)_{bare}$. Therefore

$$dE=f\sum_v\langle v|dH_{bare}-\varepsilon_v\,dS|v\rangle .$$

No $dV_{Hxc}$ appears here, so no self-consistent term can cancel the bare changes of $D$; they can still cancel in part between themselves or vanish by symmetry. Summed over all atoms, the correct derivatives vanish by translational invariance. Removing the $D$ terms subtracts $\sum\rho_{ij}^J\int V_{Hxc}'Q_{ij}^J$, which leaves

$$\Big(\sum_I\frac{dE}{dR_I}\Big)_{\text{no }D\text{ terms}}=-\sum_{J,ij}\rho_{ij}^J\int V_{Hxc}'\,Q_{ij}^J .$$

This is a false net force with the opposite sign. It can vanish by symmetry. If the structure and its density are symmetric under inversion, each atom has a partner for which $\rho_{ij}Q_{ij}$ is the mirror image, while $V_{Hxc}'$ changes sign, so the contributions cancel in pairs. Lack of inversion symmetry alone is not enough, however. The net force is a vector that every symmetry operation of the crystal must preserve, so it also vanishes in zincblende, which has no inversion centre. The check needs a polar structure, one whose symmetry allows a nonzero vector. It also tests the response code only if forces and response use the same bare operator.

**A numerical case**

To see the sizes involved, consider a periodic line of length 12 bohr with atoms A and B at 5 and 7 bohr, and four electrons. With $u=x-R_J$, the local wells are $-W_Je^{-u^2/2s^2}$, with $W=3.0$ and 2.2 Ha and $s=0.8$ bohr. Each atom has one even projector, a Gaussian, and one odd projector, $u$ times a Gaussian, both normalized. The functions $Q_{11}$ and $Q_{22}$ are Gaussians of charge $q_{11}$ and $q_{22}$, and $Q_{12}$ is odd and carries a dipole. The Gaussian widths, defined as for $s$, are 0.6 bohr for the projectors and 0.5 bohr for $Q$. For A and B, $q_{11}=0.50$ and 0.15, $q_{22}=0.30$ and 0.10, and the dipoles of $Q_{12}$ are 0.15 and 0.05 bohr; $D^0_{11}=0.3$ Ha, $D^0_{22}=0.2$ Ha and $D^0_{12}=0$ on both atoms. The Hartree kernel is screened, $u_0/(1+G^2/\kappa^2)$ with $u_0=1$ Ha bohr and $\kappa=1$ bohr$^{-1}$, and $v_{xc}=-an^2$ with $a=0.05$ Ha bohr$^2$. The grid has 96 points. There is no direct ion-ion energy; a pairwise one would add no net force. The model tests the algebra and gives no estimate for a real material.

For a rigid shift, the three contributions to $dD_{11}$ of A are, in Ha/bohr and in the order used above,

$$-0.15106+0.22156-0.07050=0.00000 .$$

When A alone moves, they are

$$-0.15106+0.00000+0.01212=-0.13894 .$$

The middle term vanishes by parity: the derivative of A's own well is odd about A, and $Q_{11}$ is even. For atom B, which stays at rest, the contributions are

$$0.00000-0.09064+0.02300=-0.06764 .$$

A coefficient on an unmoved atom thus changes, mostly through $\int dV_{loc}\,Q$. Both sums agree with finite differences of self-consistent ground states at displaced positions.

The errors of the density response follow. Each is the largest absolute error divided by the largest absolute value of the correct response.

| Omitted from $dD$ | Rigid shift | A moves |
|---|---|---|
| nothing | $5\times10^{-12}$ | $4\times10^{-8}$ |
| $\int V_{eff}\,dQ$ | 14% | 14% |
| $\int dV_{loc}\,Q$ | 17% | 18.5% |
| both bare terms | 2.6% | 6.0% |
| all three terms | $5\times10^{-12}$ | 4.6% |

The reference is $-n'$ for the rigid shift and a finite difference for the single atom. The last row matches what the manuscript reports, if its third term is indeed missing: the translation test is passed to numerical precision, while the response to one moving atom is wrong by 4.6% on this measure.

For the two displacements in the table, omitting both bare terms does less damage than omitting either one. This ordering is not general: when B alone moves, omitting only $\int V_{eff}\,dQ$ gives an error of about 5%, and omitting both bare terms about 7%. One cancellation that is lost when only one of them is dropped can be derived. The contribution of an atom's own well to the pair is

$$\int V_{loc}^J\,dQ_{ij}^J+\int dV_{loc}^J\,Q_{ij}^J=d\int V_{loc}^JQ_{ij}^J=0,$$

because both functions move together. Dropping one member of the pair exposes a term that the other would have cancelled. For the even functions $Q_{11}$ and $Q_{22}$ each member is already zero by parity, so this own-well term is nonzero only for the odd $Q_{12}$. How much of the difference in the table it accounts for was not tested.

The energy derivatives show the fault more plainly. The complete expression gives $-1.3418$ Ha/bohr for A and $+1.3418$ Ha/bohr for B, in agreement with finite differences of the energy. Without the $D$ terms the values are $-0.9657$ and $+0.9013$ Ha/bohr, too small in magnitude by 28% and 33%. Their sum is

$$-0.9657+0.9013=-0.0644\ \text{Ha/bohr},$$

which agrees with the value computed separately from the slope of $V_{Hxc}$. The false net force is the negative of this, $+0.0644$ Ha/bohr, or 3.31 eV/Å.

**Requested changes**

1. Add both bare changes of $D_{ij}$, including $\int dV_{loc}\,Q_{ij}^J$ on atoms that don't move, and confirm that $\int dV_{Hxc}\,Q_{ij}^J$ is present in the self-consistent part.
2. For a rigid shift, compare $(dD_{ij}^J)_{bare}$ with $\int V_{Hxc}'Q_{ij}^J$ for each atom and each pair $ij$. This tests the sum of the bare terms over all displaced atoms before any response is computed. It doesn't show whether each term belongs to the right displacement: code that leaves $D$ unchanged on atoms at rest, and gives the moving atom the derivative of the whole local potential, also passes.
3. Compare the density response to one displaced atom with a finite difference of self-consistent densities. If the net force is checked as well, that check needs a polar structure. The translation test may stay, but it cannot replace this comparison.

The phonon frequencies should be recomputed after these changes. The percentages above belong to the model and don't predict how far the frequencies will move.

## Calculated quantities

```
cell 12.0 bohr, 96 grid points, 4 electrons
positions A, B: 5.0, 7.0 bohr
local well depths A, B: 3.0, 2.2 Ha
widths V_loc, beta, Q: 0.8, 0.6, 0.5 bohr
q_11 of A, B: 0.50, 0.15
q_22 of A, B: 0.30, 0.10
dipole of Q_12, A, B: 0.15, 0.05 bohr
D0_11, D0_22 (both atoms): 0.3, 0.2 Ha
Hartree kernel u0/(1+(G/kappa)^2): u0 = 1.0 Ha bohr
kappa = 1.0 1/bohr; v_xc = -a n^2, a = 0.05 Ha bohr^2
finite-difference step: 0.01 bohr
lowest three levels: -1.51502, -0.83452, -0.21687 Ha
gap: 0.61765 Ha
D_11 of A, B: -0.68411, 0.07686 Ha
dD_11/dR in Ha/bohr: V_eff dQ, dV_loc Q, dV_Hxc Q, sum
  rigid, D of A: -0.151060, 0.221557, -0.070497, 0.000000
  rigid, D of B: 0.057576, -0.090637, 0.033061, 0.000000
  A moves, D of A: -0.151060, -0.000000, 0.012122, -0.138938
  A moves, D of B: 0.000000, -0.090637, 0.023001, -0.067636
finite difference, A moves, dD_11/dR of A, B: -0.138938, -0.067636 Ha/bohr
max density-response error / max response: rigid, A moves
  complete: 4.99e-12, 3.77e-08
  no V_eff dQ: 1.43e-01, 1.37e-01
  no dV_loc Q: 1.69e-01, 1.85e-01
  no bare D terms: 2.64e-02, 5.96e-02
  no D change at all: 4.98e-12, 4.60e-02
electronic dE/dR of A, B in Ha/bohr
  complete: -1.341840, 1.341840
  finite difference: -1.341840, 1.341840
  without D terms: -0.965739, 0.901292
net dE/dR, complete: 1.2e-13 Ha/bohr (magnitude)
net dE/dR, without D terms: -0.064447 Ha/bohr
net dE/dR predicted from V_Hxc slope: -0.064447 Ha/bohr
false net force, without D terms: 3.3140 eV/angstrom
```
